# Steady Current Through One Oxide Trap and Its Optimal Depth, part 1

(Sections cited here and not found follow in the second part.)

## First half: one electron state at full bias

### Definitions and conventions

An oxide layer fills the region $0<z<L$ between a left electrode, which injects electrons, and a right electrode, which collects them. A single trap sits at $z=x$. The word "depth" means this distance $x$ from the injecting electrode. It does not mean the energy of the trap below the oxide band edge, which is held fixed.

The algebra uses atomic units, $\hbar=m_e=e=1$. Energies are measured from the trap level. The oxide band edge lies at the constant height $\phi$ above that level, so the barrier is rectangular, and the oxide mass is $m$. An electron at the trap level decays in the oxide as $e^{-\kappa z}$, with

$$\kappa=\sqrt{2m\phi}.$$

The electrodes have mass 1, and their band bottoms lie $E_L$ and $E_R$ below the trap level. An electron at the trap level therefore has speed $v_j=\sqrt{2E_j}$ in electrode $j$. In the oxide the corresponding quantity is $w=\kappa/m$, which has the dimension of a speed although nothing propagates there.

The current $I$ counts electrons per unit time from left to right. Multiplication by the elementary charge gives its magnitude in amperes.

Four assumptions hold throughout unless they are lifted by name. Tunnelling is elastic. Motion is one-dimensional. The applied voltage changes the electrode occupations but does not tilt the barrier. Both $x$ and $L-x$ are several times $1/\kappa$, so that the trap is weakly coupled to each electrode.

### The simplest case: two rates in sequence

Suppose the trap has one electron state. When it is empty, an electron enters from the left at rate $a$. When it is full, the electron leaves to the right at rate $b$. No reverse steps occur; this is what full bias means. Let $p$ be the probability that the trap is full. Then

$$\frac{dp}{dt}=a(1-p)-bp .$$

In the steady state the left side vanishes, so $a=(a+b)p$ and $p=a/(a+b)$. The current is the rate at which electrons leave:

$$I=bp=\frac{ab}{a+b}=\frac{1}{1/a+1/b}.$$

The last form has a direct meaning. An electron takes a mean time $1/a$ to arrive and a mean time $1/b$ to depart, and each transfer needs both waits.

If $a\ll b$, then $I\approx a$ and the trap is almost empty. If $a\gg b$, then $I\approx b$ and the trap is almost full. The slower step sets the current.

### Moving the trap

A tunnelling probability is the square of an amplitude, so each rate falls with twice the decay constant:

$$a=A e^{-2\kappa x},\qquad b=B e^{-2\kappa(L-x)} .$$

The prefactors $A$ and $B$ are derived below; here it matters that they do not depend on $x$. Moving the trap to the right slows entry and speeds exit. The product of the rates stays fixed:

$$ab=AB\,e^{-2\kappa L}.$$

To maximize $I$ we minimize the total waiting time $1/a+1/b$. Because a square cannot be negative,

$$\frac1a+\frac1b=\left(\frac1{\sqrt a}-\frac1{\sqrt b}\right)^2+\frac{2}{\sqrt{ab}}\ \ge\ \frac{2}{\sqrt{ab}} .$$

The right side is independent of $x$, and equality requires $a=b$. The optimum is therefore where the two rates match. Setting them equal and taking logarithms gives

$$\ln A-2\kappa x=\ln B-2\kappa L+2\kappa x .$$

Collecting the terms in $x$ yields $4\kappa x=2\kappa L+\ln(A/B)$, so the optimal depth $x_0$ is

$$x_0=\frac L2+\frac{1}{4\kappa}\ln\frac AB .$$

For identical electrodes this is the middle of the oxide. If the left electrode couples more strongly, $A>B$, the trap does better a little farther from it, where the extra strength of the entry step is traded for a faster exit.

The result must lie inside the oxide, which requires $|\ln(A/B)|<2\kappa L$. It must also lie several decay lengths from each electrode, or the exponential rates themselves are unreliable.

The whole profile follows from the same two exponentials. At $x_0$ both waiting times equal $e^{\kappa L}/\sqrt{AB}$. Away from $x_0$ one is multiplied by $e^{2\kappa(x-x_0)}$ and the other by its inverse. Their sum contains $e^{y}+e^{-y}=2\cosh y$ with $y=2\kappa(x-x_0)$, and hence

$$I(x)=\frac{\sqrt{AB}\,e^{-\kappa L}}{2\cosh[2\kappa(x-x_0)]}.$$

At the peak the exponent is $\kappa L$. Direct tunnelling through the whole oxide has $2\kappa L$. A well-placed trap divides one improbable passage into two, each with half the exponent, and the waits for the two add instead of their probabilities multiplying.

### The escape rate from a zero-range trap

The prefactors need a model of the trap. We take a zero-range attraction $-\alpha\,\delta(z-x)$ added to the flat barrier. In an unbounded oxide the bound state at the trap level is

$$\psi(z)=\sqrt{\kappa}\,e^{-\kappa|z-x|}.$$

The factor $\sqrt\kappa$ normalizes it, since $\int e^{-2\kappa|z-x|}dz=1/\kappa$. The strength $\alpha$ follows by integrating the Schrödinger equation across the trap. The kinetic term gives $-\Delta\psi'/(2m)$, where $\Delta\psi'$ is the jump in slope, and the attraction gives $-\alpha\psi(x)$. Their sum vanishes, so $\Delta\psi'=-2m\alpha\psi(x)$. The state above has $\Delta\psi'=-2\kappa\psi(x)$, and therefore $\alpha=\kappa/m=w$.

Now restore the left electrode. Between it and the trap, the tail of the bound state is joined by a reflected part. In the electrode there is a wave moving to the left, away from the oxide:

$$\psi=\sqrt\kappa\,e^{-\kappa x}\left(e^{\kappa z}+r e^{-\kappa z}\right)\quad(0<z<x),$$

$$\psi=\sqrt\kappa\,e^{-\kappa x}\,t\,e^{-iv_Lz}\quad(z<0).$$

The electrode wavenumber equals $v_L$ because the electrode mass is 1. At $z=0$ both $\psi$ and $\psi'/\text{mass}$ are continuous; the second condition conserves the probability flow. They give

$$1+r=t,\qquad w(1-r)=-iv_Lt .$$

Substituting $r=t-1$ in the second equation gives $w(2-t)=-iv_Lt$, or $2w=t(w-iv_L)$. Thus

$$t=\frac{2w}{w-iv_L},\qquad |t|^2=\frac{4w^2}{v_L^2+w^2}.$$

The escaping flow is the speed times the density in the electrode, $v_L\,\kappa e^{-2\kappa x}|t|^2$. Since the bound state holds one electron, this flow is the escape rate:

$$\Gamma_L=A e^{-2\kappa x},\qquad A=\frac{4\kappa v_Lw^2}{v_L^2+w^2}.$$

The right electrode gives $\Gamma_R=Be^{-2\kappa(L-x)}$, where $B$ has the same form with $v_R$ in place of $v_L$. The derivation uses the unperturbed bound state as the source. The reflected part alters the wave at the trap by a relative amount of order $e^{-2\kappa x}$, which is why the trap must not be too close to the electrode.

Two limits are useful. For $v_L\ll w$ the prefactor is $4\kappa v_L$ and vanishes with $v_L$, because the electrode carries electrons away slowly. For $v_L\gg w$ it is $4\kappa w^2/v_L$ and falls again, because the mismatch of speeds reflects the wave. Between these limits $A$ is largest at $v_L=w$.

A form convenient for numbers uses $v_L^2=2E_L$ and $w^2=2\phi/m$:

$$A=\frac{4\kappa v_L}{1+mE_L/\phi}.$$

### Entry from a partly filled electrode

An electron can leave the trap for the left electrode if the final state there is empty. If states at the trap level are filled with probability $f_L$, the exit rate is $\Gamma_L(1-f_L)$. The entry rate $R$ into a given trap state follows from equilibrium. With one electrode and one trap state, the trap must itself be filled with probability $f_L$, and arrivals must balance departures:

$$R(1-f_L)=\Gamma_L(1-f_L)f_L .$$

Hence $R=\Gamma_Lf_L$. At full bias $f_L=1$ and $f_R=0$, so $a=\Gamma_L$ and $b=\Gamma_R$, as assumed above.

### Comparison with coherent transmission

The rate picture treats entry and exit as separate events. A wave can instead cross the oxide coherently through the trap. The two descriptions should give the same total current when the bias window covers the whole resonance, and this can be derived.

Send a wave $e^{iv_Lz}$ of unit amplitude from the left. Without the trap it leaves a tail $\tau e^{-\kappa z}$ in the oxide, where the part returning from the far side is neglected. With reflected amplitude $\rho$ in the electrode, continuity gives $1+\rho=\tau$ and $iv_L(1-\rho)=-w\tau$. The second equation is $1-\rho=i(w/v_L)\tau$. Adding it to the first gives $2=\tau(1+iw/v_L)$, and so

$$|\tau|^2=\frac{4v_L^2}{v_L^2+w^2}.$$

With the trap present, the full wave is this tail plus the wave sent out by the trap:

$$\psi(z)=\tau e^{-\kappa z}+\alpha\psi(x)G(z).$$

Here $G$ is the outgoing response to a unit source at $x$. In an unbounded oxide at energy $E$ it is $(m/\kappa_E)e^{-\kappa_E|z-x|}$, because a unit source requires a slope jump of $-2m$. The decay constant is $\kappa_E=\kappa\sqrt{1-E/\phi}\approx\kappa(1-E/2\phi)$. Setting $z=x$ gives

$$\psi(x)\,[1-\alpha G(x)]=\tau e^{-\kappa x},\qquad 1-\alpha G(x)=1-\frac{\kappa}{\kappa_E}\approx-\frac{E}{2\phi}.$$

The electrodes move the zero of this bracket from $E=0$ to the complex energy of the decaying trap state, $E_0-i\Gamma/2$, with $\Gamma=\Gamma_L+\Gamma_R$. The imaginary part makes the probability decay as $e^{-\Gamma t}$. To leading order the slope of the bracket is unchanged, so

$$|\psi(x)|^2=\frac{4\phi^2|\tau|^2e^{-2\kappa x}}{(E-E_0)^2+\Gamma^2/4}.$$

The probability held around the trap is $P=|\psi(x)|^2/\kappa$. It leaks to the right at the rate $\Gamma_RP$, while the incident flow is $v_L$. The transmission is their ratio, $T=\Gamma_RP/v_L$. With $2\phi=\kappa^2/m=\kappa w$, the factors belonging to the left side combine into

$$\frac{\kappa w^2|\tau|^2e^{-2\kappa x}}{v_L}=\frac{4\kappa v_Lw^2}{v_L^2+w^2}\,e^{-2\kappa x}=\Gamma_L .$$

Therefore

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+\Gamma^2/4}.$$

For one spin, electrons in an energy interval $dE$ arrive at the rate $dE/2\pi$, since the density of states per length, $1/(2\pi v_L)$, multiplies the speed. The integral of $1/[(E-E_0)^2+\Gamma^2/4]$ is $2\pi/\Gamma$, which leaves

$$I=\frac1{2\pi}\int T\,dE=\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.$$

This is the sequential result at full bias. The agreement is to leading order in the weak coupling and requires a window much wider than $\Gamma$.

A numerical test used waves propagated through barrier and trap without the rate formulas. The oxide was 4 nm thick with $\phi=2$ eV and $m=0.2$, and the electrode energies were $E_L=5$ eV and $E_R=1$ eV. For traps at 1.4, 2.0 and 2.5 nm, the width of the resonance differed from $\Gamma_L+\Gamma_R$ by at most 0.1 percent of that sum. The largest difference between the integrated current and the sequential formula was about 0.3 percent of the formula's value. The integral stopped at 300 half-widths on each side, which by itself omits about $2/(300\pi)$, or 0.2 percent.

The same waves test the optimum. The convenient form of $A$ gives

$$\frac AB=\sqrt{\frac51}\;\frac{1+0.1}{1+0.5}=1.64 .$$

With $\kappa=3.24$ nm$^{-1}$ the shift is $\ln(1.64)/(4\times3.24)=0.038$ nm. The formula thus places the optimum at 2.038 nm, and the maximum found from the waves lies at 2.038 nm as well.

## Second half: spin, partial occupation and a device-sized example

### Symbols and results carried over

The trap lies at depth $x$ in an oxide of thickness $L$, under a flat barrier of height $\phi$ above the trap level. The decay constant is $\kappa=\sqrt{2m\phi}$. The escape rates into fully empty electrodes are

$$\Gamma_L=Ae^{-2\kappa x},\qquad \Gamma_R=Be^{-2\kappa(L-x)},$$

with $A=4\kappa v_L/(1+mE_L/\phi)$ and the corresponding expression for $B$. Here $E_j$ and $v_j$ are the electron's kinetic energy and speed in electrode $j$. If electrode $j$ is filled with probability $f_j$ at the trap level, entry into a given trap state has rate $\Gamma_jf_j$ and exit has rate $\Gamma_j(1-f_j)$. For one state at full bias, $I=\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$, with its maximum where $\Gamma_L=\Gamma_R$.

### Adding spin and reverse steps

An empty trap can accept an electron of either spin. Once it is filled, we assume that the repulsion between two electrons puts a second one out of reach. Let $g$ be the number of equivalent states of the filled trap: $g=2$ for spin, and $g=1$ recovers the first half. Define the sums

$$W=\Gamma_Lf_L+\Gamma_Rf_R,\qquad U=\Gamma_L(1-f_L)+\Gamma_R(1-f_R).$$

The empty trap fills at the rate $gW$. The full trap empties at the rate $U$, without a factor $g$, because the electron present has one definite spin. Balance requires $(1-p)gW=pU$, so

$$p=\frac{gW}{gW+U},\qquad 1-p=\frac{U}{gW+U}.$$

The current is the net flow across the left side, arrivals minus returns:

$$I=(1-p)g\Gamma_Lf_L-p\,\Gamma_L(1-f_L)=\frac{g\Gamma_L\,[f_LU-(1-f_L)W]}{gW+U}.$$

Written out, the bracket is

$$f_L\Gamma_L(1-f_L)+f_L\Gamma_R(1-f_R)-(1-f_L)\Gamma_Lf_L-(1-f_L)\Gamma_Rf_R .$$

The first and third terms cancel: an electron that enters from the left and returns there carries no current. The other two give $\Gamma_R(f_L-f_Lf_R-f_R+f_Lf_R)=\Gamma_R(f_L-f_R)$. In the denominator, $\Gamma_j$ is multiplied by $gf_j+1-f_j=1+(g-1)f_j$, which we call $s_j$. Hence

$$I=\frac{g\,\Gamma_L\Gamma_R\,(f_L-f_R)}{s_L\Gamma_L+s_R\Gamma_R},\qquad s_j=1+(g-1)f_j .$$

For spin, $g=2$ and $s_j=1+f_j$.

Three limits test the formula. If $f_L=f_R$, the current vanishes. In that equilibrium the filling becomes $p=gf/(gf+1-f)$, which for $g=2$ is $2f/(1+f)$. Statistical mechanics gives the same value, since one empty state has weight 1 and two filled states each have weight $f/(1-f)$. For $g=1$ at full bias the result of the first half returns.

We now have the current through the trap for any electrode occupations, with spin included, and the optimal depth for one electron state at full bias. It remains to find how spin and partial occupation move that optimum, to work through a device-sized example, and to examine the effects neglected so far.

Numerical values quoted here were computed with a short program.
